# Inversion in the Buck-Sukumar Model with Intensity-Dependent Coupling: verification in Python

```python
"""Buck-Sukumar model: a two-level atom and one mode with coupling a*sqrt(N).

H = w N + w0 sigma_z/2 + g (sigma_+ R + R^dagger sigma_-), R = a sqrt(N).
Claim at resonance (w0 = w): the doublet |e,n>, |g,n+1> is split by 2g(n+1),
and an excited atom in a coherent field of mean photon number nbar has
W(t) = exp(-nbar(1-cos x)) cos(x + nbar sin x), x = 2 g t, period pi/g.
Energies are in meV (hbar = 1), internal times in hbar/meV.
The reference side is numerical diagonalization in a truncated Fock space.
"""
import numpy as np
from scipy import constants
from scipy.special import gammaln

DIM = 60
w, g, nbar = 2000.0, 1.0, 9.0
to_ps = constants.hbar / (1e-3 * constants.e) * 1e12
numbers = np.arange(DIM)


def annihilation(dim):
    return np.diag(np.sqrt(np.arange(1.0, dim)), 1)


def root_number(dim):
    return np.diag(np.sqrt(np.arange(float(dim))))


def free_part(dim, mode, atom):
    n = np.arange(dim)
    return np.diag(np.concatenate([mode * n + atom / 2, mode * n - atom / 2]))


def coupling(lowering, strength):
    sigma_plus = np.array([[0.0, 1.0], [0.0, 0.0]])
    half = strength * np.kron(sigma_plus, lowering)
    return half + half.T


sigma_z = np.concatenate([np.ones(DIM), -np.ones(DIM)])


def evolve(H, psi0, times):
    energy, vec = np.linalg.eigh(H)
    phases = np.exp(-1j * np.outer(energy, np.atleast_1d(times)))
    return vec @ (phases * (vec.T @ psi0)[:, None])


def inversion(H, psi0, times):
    return sigma_z @ np.abs(evolve(H, psi0, times)) ** 2


def heisenberg_sigma_z(H, t):
    U = evolve(H, np.eye(2 * DIM)[:, 0], t)
    energy, vec = np.linalg.eigh(H)
    U = (vec * np.exp(-1j * energy * t)) @ vec.T
    return U.conj().T @ (sigma_z[:, None] * U)


def coherent(mean, sign=1):
    size = np.exp(-mean / 2 + numbers * np.log(mean) / 2
                  - gammaln(numbers + 1) / 2)
    return size * float(sign) ** numbers


def closed_form(t):
    x = 2 * g * t
    return np.exp(-nbar * (1 - np.cos(x))) * np.cos(x + nbar * np.sin(x))


def splittings(H):
    # lowest state |g,0> and the cut-off state |e,DIM-1> are unpaired
    energy = np.linalg.eigvalsh(H)
    return energy[2:-1:2] - energy[1:-1:2]


a, root = annihilation(DIM), root_number(DIM)
R = a @ root
H0 = free_part(DIM, w, w)
V = coupling(R, g)
H = H0 + V
H_jc = H0 + coupling(a, g)
V_wrong = coupling(root @ a, g)
zero = np.zeros(DIM)
excited = np.concatenate([coherent(nbar), zero])
ground = np.concatenate([zero, coherent(nbar)])
T = np.pi / g
m = np.arange(1, DIM)

# Spectrum at resonance: even multiples of g
split_bs, split_jc = splittings(H), splittings(H_jc)
assert np.allclose(split_bs, 2 * g * m, atol=1e-7)
assert np.allclose(split_jc, 2 * g * np.sqrt(m), atol=1e-7)

# Square of the coupling is g^2 K^2 (cut-off state excluded)
K = np.concatenate([numbers + 1, numbers]).astype(float)
keep = np.arange(2 * DIM) != DIM - 1
assert np.allclose((V @ V)[np.ix_(keep, keep)],
                   np.diag((g * K[keep]) ** 2), atol=1e-9)
assert np.abs(H0 @ V - V @ H0).max() < 1e-6

# Inversion: full Hamiltonian, then the coupling alone for higher accuracy
times = np.linspace(0, 2 * T, 401)
lab_error = np.abs(inversion(H, excited, times) - closed_form(times)).max()
rot_error = np.abs(inversion(V, excited, times) - closed_form(times)).max()
assert lab_error < 1e-7 and rot_error < 1e-10

# One Fock state
fock3 = np.eye(2 * DIM)[:, 3]
assert np.allclose(inversion(V, fock3, times), np.cos(8 * g * times), atol=1e-10)

# Periodicity of sigma_z as an operator, hence for every initial state
early = heisenberg_sigma_z(H, 0.37)
assert np.abs(early - heisenberg_sigma_z(H, 0.37 + T)).max() < 1e-7
assert np.abs(early - heisenberg_sigma_z(H, 0.37 + T / 2)).max() > 0.1

# State after one period, free phases removed: -|e,-alpha>
state_T = np.exp(1j * np.diag(H0) * T) * evolve(H, excited, T)[:, 0]
flipped = np.concatenate([coherent(nbar, -1), zero])
overlap_flipped = flipped @ state_T
overlap_initial = excited @ state_T
assert abs(overlap_flipped + 1) < 1e-7 and abs(overlap_initial) < 1e-6

# Ground-state atom and thermal field
x = 2 * g * times
ground_formula = -np.exp(-nbar * (1 - np.cos(x))) * np.cos(nbar * np.sin(x))
assert np.allclose(inversion(V, ground, times), ground_formula, atol=1e-10)
n_th = 2.0
q = n_th / (1 + n_th)


def thermal_formula(t):
    c = np.cos(2 * g * t)
    return (1 - q) * (c - q) / (1 - 2 * q * c + q * q)


def thermal_numeric(t):
    diagonal = np.diag(heisenberg_sigma_z(V, t)).real[:DIM]
    return np.sum((1 - q) * q ** numbers * diagonal)


for t in (0.2, 0.9, T / 2, 2.5):
    assert abs(thermal_numeric(t) - thermal_formula(t)) < 1e-8

# Collapse time and initial oscillation rate
t_collapse = np.arccos(1 - 1 / nbar) / (2 * g)
t_gauss = 1 / (g * np.sqrt(2 * nbar))
P = coherent(nbar) ** 2
envelope = abs(np.sum(P * np.exp(2j * g * numbers * t_collapse)))
assert abs(envelope - np.exp(-1)) < 1e-10
assert abs(t_gauss / t_collapse - 1) < 0.05
step = 1e-5
phase = np.angle(np.sum(P * np.exp(2j * g * (numbers + 1) * step)))
rate = 2 * g * (nbar + 1)
assert abs(phase / step - rate) < 1e-5

# Detuned atom: formula holds, period is lost
delta = 2.0
H_det = free_part(DIM, w, w + delta) + V
omega = np.sqrt(delta ** 2 + 4 * g ** 2 * (numbers + 1) ** 2)
assert np.allclose(splittings(H_det), omega[:-1], atol=1e-7)
det_sum = (P / omega ** 2) @ (delta ** 2 + (omega ** 2 - delta ** 2)[:, None]
                              * np.cos(np.outer(omega, times)))
assert np.allclose(inversion(H_det, excited, times), det_sum, atol=1e-7)
W_det = inversion(H_det, excited, T)[0]
second = np.diff(splittings(H_det), 2)
assert W_det < 0.99 and np.all(second > 0) and second[-1] < 1e-3 * second[0]

# Wrong operator order
split_wrong = splittings(H0 + V_wrong)
assert np.allclose(split_wrong[1:], 2 * g * np.sqrt(m * (m - 1.0))[1:], atol=1e-7)
W_wrong = inversion(V_wrong, excited, [T, 2 * T])
assert W_wrong[0] < 0 and W_wrong[1] < 0.999

# Ordinary Jaynes-Cummings revival
t_rev = 2 * np.pi * np.sqrt(nbar) / g
window = np.linspace(0.5 * t_rev, 1.5 * t_rev, 4001)
W_jc = inversion(H_jc, excited, window)
assert W_jc.max() < 0.9


# Stability: lowest level against cut-off, in units of the mode energy
def lowest(dim, ratio):
    low = annihilation(dim) @ root_number(dim)
    return np.linalg.eigvalsh(free_part(dim, 1, 1) + coupling(low, ratio))[0]


low_weak = [lowest(d, 0.8) for d in (20, 40)]
low_strong = [lowest(d, 1.2) for d in (20, 40)]
assert np.allclose(low_weak, -0.5, atol=1e-10)
assert abs(low_strong[1] - low_strong[0] + 0.2 * 20) < 1e-9

print(f"mode energy = {w / 1000:.1f} eV, coupling hbar*g = {g:.1f} meV")
print(f"mean photon number = {nbar:.0f}, Fock states kept = {DIM}")
print("doublet splittings (meV): n, Buck-Sukumar, Jaynes-Cummings, wrong order")
for n in range(4):
    print(f"  {n}  {split_bs[n]:.4f}  {split_jc[n]:.4f}  {abs(split_wrong[n]):.4f}")
print(f"period pi/g = {T:.5f} hbar/meV = {T * to_ps:.4f} ps")
print(f"initial oscillation rate = {rate:.1f} meV/hbar")
print(f"initial oscillation period = {2 * np.pi / rate * to_ps:.4f} ps")
print(f"1/e collapse time, exact = {t_collapse * to_ps:.4f} ps")
print(f"1/e collapse time, Gaussian estimate = {t_gauss * to_ps:.4f} ps")
print("inversion: t/T, t (ps), closed form, diagonalization")
for f in (0, 0.02, 0.05, 0.10, 0.25, 0.50, 0.95, 1.00):
    numeric = inversion(V, excited, f * T)[0]
    print(f"  {f:.2f}  {f * T * to_ps:.4f}  {closed_form(f * T):.4g}  {numeric:.4g}")
print(f"largest deviation over two periods, full H = {lab_error:.1e}")
print(f"largest deviation over two periods, coupling only = {rot_error:.1e}")
print(f"overlap with |e,-alpha> at T, real part = {overlap_flipped.real:.6f}")
print(f"size of overlap with initial state at T = {abs(overlap_initial):.1e}")
print(f"thermal field, mean photon number = {n_th:.0f}")
print(f"thermal inversion at T/2 = {thermal_numeric(T / 2):.6f}")
print(f"detuning = {delta:.1f} meV, inversion at T = {W_det:.4f}")
print(f"wrong order, inversion at T and 2T = {W_wrong[0]:.4f}, {W_wrong[1]:.4f}")
print(f"Jaynes-Cummings revival estimate = {t_rev * to_ps:.3f} ps")
print(f"Jaynes-Cummings largest inversion in first revival = {W_jc.max():.4f}")
print(f"  reached at {window[W_jc.argmax()] * to_ps:.3f} ps")
print("lowest level / mode energy for 20 and 40 Fock states:")
print(f"  g/w = 0.8: {low_weak[0]:.3f}, {low_weak[1]:.3f}")
print(f"  g/w = 1.2: {low_strong[0]:.3f}, {low_strong[1]:.3f}")
print("success")
```

Printed output:

```
mode energy = 2.0 eV, coupling hbar*g = 1.0 meV
mean photon number = 9, Fock states kept = 60
doublet splittings (meV): n, Buck-Sukumar, Jaynes-Cummings, wrong order
  0  2.0000  2.0000  0.0000
  1  4.0000  2.8284  2.8284
  2  6.0000  3.4641  4.8990
  3  8.0000  4.0000  6.9282
period pi/g = 3.14159 hbar/meV = 2.0678 ps
initial oscillation rate = 20.0 meV/hbar
initial oscillation period = 0.2068 ps
1/e collapse time, exact = 0.1566 ps
1/e collapse time, Gaussian estimate = 0.1551 ps
inversion: t/T, t (ps), closed form, diagonalization
  0.00  0.0000  1  1
  0.02  0.0414  0.2905  0.2905
  0.05  0.1034  -0.643  -0.643
  0.10  0.2068  0.1675  0.1675
  0.25  0.5170  -5.086e-05  -5.086e-05
  0.50  1.0339  -1.523e-08  -1.523e-08
  0.95  1.9644  -0.643  -0.643
  1.00  2.0678  1  1
largest deviation over two periods, full H = 1.1e-10
largest deviation over two periods, coupling only = 8.7e-15
overlap with |e,-alpha> at T, real part = -1.000000
size of overlap with initial state at T = 1.5e-08
thermal field, mean photon number = 2
thermal inversion at T/2 = -0.200000
detuning = 2.0 meV, inversion at T = 0.9346
wrong order, inversion at T and 2T = -0.9946, 0.9796
Jaynes-Cummings revival estimate = 12.407 ps
Jaynes-Cummings largest inversion in first revival = 0.5739
  reached at 13.142 ps
lowest level / mode energy for 20 and 40 Fock states:
  g/w = 0.8: -0.500, -0.500
  g/w = 1.2: -4.300, -8.300
success
```
